# The harmonic potential theorem and why adiabatic LDA satisfies it: verification in Python

```python
"""
Harmonic potential theorem and adiabatic LDA (Hartree atomic units).

Result under test: electrons in a parabolic well of frequency omega, driven by
a uniform force F(t), keep the shape of their ground-state density, which
moves as n0(r - X(t)), with X'' = -omega^2 X + F and X(0) = X'(0) = 0.
The wavefunction is the shifted ground state times
exp(i [X' * sum of coordinates - N S - E0 t]), S' = X'^2/2 - omega^2 X^2/2.
Adiabatic LDA obeys the same law with its own ground-state density; a local
xc potential that uses the density at an earlier time does not.

Symbols: X classical path, S action, N electron number, E0 energy,
v_xc exchange-correlation potential, f_xc = d v_xc / d n, tau delay.
"""
import numpy as np
import sympy as sp
from scipy import fft as sfft
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import erf
from pyscf.dft import libxc

OMEGA, F0, DRIVE = 0.5, 0.2, 0.8
SAMPLE_TIMES = [2.0, 4.0, 6.0, 8.0, 10.0]
T_END = SAMPLE_TIMES[-1]


def force(t):
    return F0 * np.sin(DRIVE * t)


def path(t):
    a = F0 / (OMEGA**2 - DRIVE**2)
    return a * (np.sin(DRIVE * t) - DRIVE / OMEGA * np.sin(OMEGA * t))


def velocity(t):
    a = F0 / (OMEGA**2 - DRIVE**2)
    return a * DRIVE * (np.cos(DRIVE * t) - np.cos(OMEGA * t))


def action(t):
    return quad(lambda s: 0.5 * velocity(s)**2
                - 0.5 * OMEGA**2 * path(s)**2, 0, t)[0]


# ---- Accelerated-frame rule, potentials obtained by inverting the equation --
def check_frame_rule():
    x, y, t = sp.symbols("x y t", real=True)
    g = (sp.exp(-(x**2 + x * y / 2 + y**2) * (1 + t / 3) / 2)
         * (1 + sp.I * t * x / 5 + y**2 / 7))

    def potential_of(f):
        lap = sp.diff(f, x, 2) + sp.diff(f, y, 2)
        return (sp.I * sp.diff(f, t) + lap / 2) / f

    px, py, s = sp.sin(t), t**2 / 3, t**3 / 5
    ux, uy = sp.diff(px, t), sp.diff(py, t)
    moved = {x: x - px, y: y - py}
    boosted = (sp.exp(sp.I * (ux * x + uy * y - s))
               * g.subs(moved, simultaneous=True))
    expected = (potential_of(g).subs(moved, simultaneous=True)
                - sp.diff(ux, t) * x - sp.diff(uy, t) * y
                + sp.diff(s, t) - (ux**2 + uy**2) / 2)
    left = sp.lambdify((x, y, t), potential_of(boosted), "numpy")
    right = sp.lambdify((x, y, t), expected, "numpy")
    worst = 0.0
    for p in [(0.3, -0.4, 0.7), (1.1, 0.5, 1.3), (-0.8, 0.9, 0.2)]:
        worst = max(worst, abs(left(*p) - right(*p)))
    assert worst < 1e-9
    # anisotropic parabola: only a linear term survives the shift
    k11, k12, k22, a1, a2, b1, b2, w1, w2 = sp.symbols(
        "k11 k12 k22 a1 a2 b1 b2 w1 w2", real=True)
    K = sp.Matrix([[k11, k12], [k12, k22]])
    r, X = sp.Matrix([x, y]), sp.Matrix([a1, a2])
    acc, vel = sp.Matrix([b1, b2]), sp.Matrix([w1, w2])
    s_dot = vel.dot(vel) / 2 - X.dot(K * X) / 2
    new_v = ((r - X).dot(K * (r - X)) / 2 - acc.dot(r)
             + s_dot - vel.dot(vel) / 2)
    drive = acc + K * X
    assert sp.expand(new_v - r.dot(K * r) / 2 + drive.dot(r)) == 0
    return worst


frame_error = check_frame_rule()


# ---- Two interacting electrons in one dimension, full wavefunction ----------
def interacting_run(quartic):
    m, box, dt = 64, 20.0, 0.01
    h = box / m
    x = (np.arange(m) - m // 2) * h
    k = 2 * np.pi * np.fft.fftfreq(m, h)
    x1, x2 = x[:, None], x[None, :]
    well = 0.5 * OMEGA**2 * x**2 + quartic * x**4
    v0 = well[:, None] + well[None, :] + 1 / np.sqrt((x1 - x2)**2 + 1)
    kin = 0.5 * (k[:, None]**2 + k[None, :]**2)

    def apply_h(vec):
        f = vec.reshape(m, m)
        return (sfft.ifft2(kin * sfft.fft2(f)).real + v0 * f).ravel()

    start = np.exp(-0.25 * (x1**2 + x2**2)).ravel()
    op = LinearOperator((m * m, m * m), matvec=apply_h, dtype=float)
    e, vec = eigsh(op, k=1, which="SA", v0=start, ncv=40, tol=1e-10)
    psi0 = vec[:, 0].reshape(m, m) / h
    psi = psi0.astype(complex)
    n0 = 2 * np.sum(psi0**2, axis=1) * h
    kin_phase = np.exp(-1j * dt * kin)
    half_v0 = np.exp(-0.5j * dt * v0)
    steps = int(round(T_END / dt))

    def half_v(t):
        one = np.exp(0.5j * dt * force(t) * x)
        return half_v0 * one[:, None] * one[None, :]

    for j in range(steps):
        psi = half_v(j * dt) * psi
        psi = sfft.ifft2(kin_phase * sfft.fft2(psi))
        psi = half_v((j + 1) * dt) * psi
    n = 2 * np.sum(abs(psi)**2, axis=1) * h
    centre = np.sum(x * n) * h / 2
    X = path(T_END)
    shift = np.exp(-1j * k * X)
    ref = sfft.ifft2(sfft.fft2(psi0) * shift[:, None] * shift[None, :])
    ref = ref * np.exp(1j * (velocity(T_END) * (x1 + x2)
                             - 2 * action(T_END) - e[0] * T_END))
    wave_error = np.sqrt(np.sum(abs(psi - ref)**2)) * h
    own = sfft.ifft(sfft.fft(n0) * np.exp(-1j * k * centre)).real
    deformation = np.sum(abs(n - own)) * h / 2
    return e[0], centre, wave_error, deformation


e_1d, centre_1d, wave_error_1d, deform_1d = interacting_run(0.0)
assert abs(centre_1d - path(T_END)) < 1e-3
assert wave_error_1d < 1e-3
assert deform_1d < 1e-3
QUARTIC = 0.01
_, centre_q, _, deform_q = interacting_run(QUARTIC)
assert deform_q > 0.01


# ---- Three-dimensional Kohn-Sham system, two electrons in one orbital -------
M, H = 32, 0.6
BOX = M * H
AXIS = (np.arange(M) - M // 2) * H
KAX = 2 * np.pi * np.fft.fftfreq(M, H)
XX, YY, ZZ = np.meshgrid(AXIS, AXIS, AXIS, indexing="ij")
KX, KY, KZ = np.meshgrid(KAX, KAX, KAX, indexing="ij")
R2, K2 = XX**2 + YY**2 + ZZ**2, KX**2 + KY**2 + KZ**2
DV = H**3
WELL = 0.5 * OMEGA**2 * R2
CUT = BOX / 2          # Coulomb kernel cut at a distance beyond the density
K2_SAFE = np.where(K2 > 0, K2, 1.0)
COULOMB = np.where(K2 > 0,
                   4 * np.pi * (1 - np.cos(np.sqrt(K2) * CUT)) / K2_SAFE,
                   2 * np.pi * CUT**2)
COULOMB_HALF = COULOMB[:, :, :M // 2 + 1]


def hartree(n):
    return sfft.irfftn(COULOMB_HALF * sfft.rfftn(n), s=n.shape)


def xc(n, deriv=1):
    rho = np.maximum(n, 1e-30).ravel()
    out = libxc.eval_xc("LDA_X,LDA_C_PW", rho, spin=0, deriv=deriv)
    return np.asarray(out[deriv][0]).reshape(n.shape)


def shift_z(f, d):
    return sfft.ifftn(sfft.fftn(f) * np.exp(-1j * KZ * d))


KZ_DERIV = np.where(np.abs(KZ) < np.pi / H - 1e-9, KZ, 0.0)


def d_dz(f):
    return sfft.ifftn(1j * KZ_DERIV * sfft.fftn(f)).real


# Hartree solver against the closed form for a Gaussian charge
sig = 1.2
gauss = np.exp(-R2 / (2 * sig**2)) / (2 * np.pi * sig**2)**1.5
near = (R2 > 0) & (R2 < 9)
radius = np.sqrt(R2[near])
closed = erf(radius / (np.sqrt(2) * sig)) / radius
assert np.max(abs(hartree(gauss)[near] - closed)) < 1e-4


def ground_state():
    phi = np.exp(-0.2 * R2)
    phi /= np.sqrt(np.sum(phi**2) * DV)
    n = 2 * phi**2
    for _ in range(40):
        v = WELL + hartree(n) + xc(n)

        def apply_h(vec):
            f = vec.reshape(M, M, M)
            return (sfft.ifftn(0.5 * K2 * sfft.fftn(f)).real + v * f).ravel()

        op = LinearOperator((M**3, M**3), matvec=apply_h, dtype=float)
        e, vec = eigsh(op, k=1, which="SA", v0=phi.ravel(), ncv=20, tol=1e-8)
        phi = vec[:, 0].reshape(M, M, M) / np.sqrt(DV)
        n_new = 2 * phi**2
        change = np.max(abs(n_new - n))
        if change < 2e-7:
            return e[0], phi, n_new
        n = n + 0.7 * (n_new - n)
    raise AssertionError("self-consistency not reached")


eps, phi0, n0 = ground_state()
vxc0 = xc(n0)
fxc0 = xc(n0, 2)
dn0 = d_dz(n0)
dense = n0 > 1e-3

# translation rule and its linear-response form, away from the empty tails
moved_n = shift_z(n0, 0.77).real
moved_v = shift_z(vxc0, 0.77).real
cov_error = np.max(abs(xc(moved_n) - moved_v)[moved_n > 1e-3])
assert cov_error < 1e-3
hart_cov = np.max(abs(hartree(moved_n) - shift_z(hartree(n0), 0.77).real)
                  [moved_n > 1e-3])
assert hart_cov < 1e-3
response_error = np.max(abs(fxc0 * dn0 - d_dz(vxc0))[dense])
assert response_error < 1e-3

# net xc force: zero for a lopsided density, kappa * D for a lagging potential
lopsided = 0.6 * n0 + 0.4 * shift_z(n0, 1.3).real**2 / np.max(n0)
integrand = lopsided * d_dz(xc(lopsided))
net_force = -np.sum(integrand) * DV
force_scale = np.sum(abs(integrand)) * DV
assert abs(net_force) < 1e-3 * force_scale
kappa = np.sum(fxc0 * dn0**2) * DV
lag = 0.05
lag_force = -np.sum(shift_z(n0, lag).real * d_dz(vxc0)) * DV
assert kappa < 0 and abs(lag_force / (kappa * lag) - 1) < 0.01

# exact ground state of the same two-electron system, for comparison
rr = sp.symbols("r", positive=True)
u = (1 + rr / 2) * sp.exp(-rr**2 / 8)
rel_e = sp.simplify((-sp.diff(u, rr, 2) - 2 * sp.diff(u, rr) / rr
                     + (rr**2 / 16 + 1 / rr) * u) / u)
assert sp.simplify(rel_e - sp.Rational(5, 4)) == 0
exact_energy = float(rel_e) + 1.5 * OMEGA


def radial(power, decay):
    return quad(lambda r: (1 + r / 2)**2 * np.exp(-decay * r * r)
                * 4 * np.pi * r**power, 0, np.inf)[0]


exact_n_centre = 2 * radial(2, 0.5) / (np.pi**1.5 * radial(2, 0.25))
exact_r2 = 1.5 + 0.25 * radial(4, 0.25) / radial(2, 0.25)
lda_n_centre = n0[M // 2, M // 2, M // 2]
lda_r2 = np.sum(n0 * R2) * DV / 2
gap = max(abs(lda_n_centre / exact_n_centre - 1), abs(lda_r2 / exact_r2 - 1))
assert 1e-3 < gap < 0.2

DT = 0.04
TAU = 1.0


def kohn_sham_run(delay):
    """Propagate the orbital; v_xc is taken from the density delay steps ago."""
    kin_phase = np.exp(-0.5j * DT * K2)
    phi = phi0.astype(complex)
    history = [vxc0]
    v = WELL + hartree(n0) + vxc0 - force(0.0) * ZZ
    marks = {int(round(t / DT)): t for t in SAMPLE_TIMES}
    rows = []
    for j in range(1, int(round(T_END / DT)) + 1):
        phi = np.exp(-0.5j * DT * v) * phi
        phi = sfft.ifftn(kin_phase * sfft.fftn(phi))
        n = 2 * abs(phi)**2
        history.append(xc(n))
        v = (WELL + hartree(n) + history[max(j - delay, 0)]
             - force(j * DT) * ZZ)
        phi = np.exp(-0.5j * DT * v) * phi
        if j in marks:
            rigid = shift_z(n0, path(marks[j])).real
            rows.append((np.sum(n * ZZ) * DV / 2,
                         np.sum(abs(n - rigid)) * DV / 2))
    return phi, rows


phi_end, alda = kohn_sham_run(0)
_, delayed = kohn_sham_run(int(round(TAU / DT)))
phi_ref = shift_z(phi0, path(T_END)) * np.exp(
    1j * (velocity(T_END) * ZZ - action(T_END) - eps * T_END))
orbital_error = np.sqrt(np.sum(abs(phi_end - phi_ref)**2) * DV)
alda_dev = max(abs(a[0] - path(t)) for a, t in zip(alda, SAMPLE_TIMES))
delay_dev = max(abs(d[0] - path(t)) for d, t in zip(delayed, SAMPLE_TIMES))
assert orbital_error < 5e-3
assert alda_dev < 2e-3
assert max(a[1] for a in alda) < 3e-3
assert delay_dev > 0.02 and delay_dev > 20 * alda_dev

# ---- Output -----------------------------------------------------------------
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
print("INPUTS (atomic units; time unit hbar/hartree)")
print(f"well quantum omega = {OMEGA} hartree = {OMEGA*hartree_ev:.3f} eV")
print(f"force amplitude = {F0} hartree/bohr")
print(f"drive frequency = {DRIVE} hartree/hbar")
print(f"final time = {T_END} hbar/hartree")
print(f"X(final) = {path(T_END):.5f} bohr"
      f" = {path(T_END)*bohr_angstrom:.4f} angstrom")
print(f"X'(final) = {velocity(T_END):.5f} atomic units of velocity")
print(f"S(final) = {action(T_END):.5f} hbar")
print(f"frame rule, largest error = {frame_error:.1e} hartree")
print("TWO INTERACTING ELECTRONS, 1D, SOFT COULOMB")
print(f"ground-state energy = {e_1d:.5f} hartree")
print(f"centroid at final time = {centre_1d:.5f} bohr")
print(f"norm of wavefunction error = {wave_error_1d:.1e}")
print("deformation = integral |n - n0 moved to centroid| / N")
print(f"deformation, parabolic well = {deform_1d:.1e}")
print(f"quartic coefficient = {QUARTIC} hartree/bohr^4")
print(f"centroid, quartic added = {centre_q:.4f} bohr")
print(f"deformation, quartic added = {deform_q:.4f}")
print("HOOKE'S ATOM, 3D, LDA GROUND STATE")
print(f"grid: {M}^3 points, spacing {H} bohr, time step {DT}")
print(f"LDA orbital energy = {eps:.4f} hartree")
print(f"exact total energy = {exact_energy:.4f} hartree")
print(f"n(0): LDA {lda_n_centre:.5f}, exact {exact_n_centre:.5f} bohr^-3")
print(f"<r^2>: LDA {lda_r2:.4f}, exact {exact_r2:.4f} bohr^2")
print("XC POTENTIAL CONDITIONS")
print(f"translation rule error, v_xc = {cov_error:.1e} hartree")
print(f"translation rule error, Hartree = {hart_cov:.1e} hartree")
print(f"response rule error = {response_error:.1e} hartree/bohr")
print(f"net xc force, lopsided n = {net_force:.1e} hartree/bohr")
print(f"integral of |n dv_xc/dz| = {force_scale:.4f} hartree/bohr")
print(f"kappa = {kappa:.5f} hartree/bohr^2")
print(f"lag D = {lag} bohr: force = {lag_force:.6f} hartree/bohr")
print(f"kappa * D = {kappa*lag:.6f} hartree/bohr")
print(f"DRIVEN MOTION, delay tau = {TAU} hbar/hartree")
print("mismatch = integral |n - n0(r-X)| / N")
print("time | X, ALDA, delayed centroid (bohr)")
for t, a, d in zip(SAMPLE_TIMES, alda, delayed):
    print(f"{t:4.1f} | {path(t):9.5f} {a[0]:9.5f} {d[0]:9.5f}")
print("time | mismatch ALDA, delayed")
for t, a, d in zip(SAMPLE_TIMES, alda, delayed):
    print(f"{t:4.1f} | {a[1]:.1e} {d[1]:.4f}")
print(f"norm of ALDA orbital error = {orbital_error:.1e}")
print(f"largest centroid error, ALDA = {alda_dev:.1e} bohr")
print(f"largest centroid error, delayed = {delay_dev:.4f} bohr")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (atomic units; time unit hbar/hartree)
well quantum omega = 0.5 hartree = 13.606 eV
force amplitude = 0.2 hartree/bohr
drive frequency = 0.8 hartree/hbar
final time = 10.0 hbar/hartree
X(final) = -1.29417 bohr = -0.6848 angstrom
X'(final) = 0.17607 atomic units of velocity
S(final) = 0.14106 hbar
frame rule, largest error = 4.7e-16 hartree
TWO INTERACTING ELECTRONS, 1D, SOFT COULOMB
ground-state energy = 1.15973 hartree
centroid at final time = -1.29418 bohr
norm of wavefunction error = 1.3e-05
deformation = integral |n - n0 moved to centroid| / N
deformation, parabolic well = 1.2e-06
quartic coefficient = 0.01 hartree/bohr^4
centroid, quartic added = -0.7759 bohr
deformation, quartic added = 0.1936
HOOKE'S ATOM, 3D, LDA GROUND STATE
grid: 32^3 points, spacing 0.6 bohr, time step 0.04
LDA orbital energy = 1.4449 hartree
exact total energy = 2.0000 hartree
n(0): LDA 0.08675, exact 0.08932 bohr^-3
<r^2>: LDA 3.6003, exact 3.5526 bohr^2
XC POTENTIAL CONDITIONS
translation rule error, v_xc = 4.5e-06 hartree
translation rule error, Hartree = 4.4e-16 hartree
response rule error = 2.1e-05 hartree/bohr
net xc force, lopsided n = 2.1e-10 hartree/bohr
integral of |n dv_xc/dz| = 0.0810 hartree/bohr
kappa = -0.13007 hartree/bohr^2
lag D = 0.05 bohr: force = -0.006495 hartree/bohr
kappa * D = -0.006504 hartree/bohr
DRIVEN MOTION, delay tau = 1.0 hbar/hartree
mismatch = integral |n - n0(r-X)| / N
time | X, ALDA, delayed centroid (bohr)
 2.0 |   0.17784   0.17778   0.17541
 4.0 |   0.77603   0.77603   0.73755
 6.0 |   0.62664   0.62668   0.53795
 8.0 |  -0.68073  -0.68079  -0.67979
10.0 |  -1.29417  -1.29424  -1.08030
time | mismatch ALDA, delayed
 2.0 | 5.1e-05 0.0024
 4.0 | 4.9e-05 0.0313
 6.0 | 3.4e-05 0.0609
 8.0 | 5.5e-05 0.0204
10.0 | 7.1e-05 0.1518
norm of ALDA orbital error = 8.9e-05
largest centroid error, ALDA = 6.7e-05 bohr
largest centroid error, delayed = 0.2139 bohr
ALL CHECKS PASSED
```
